\section*{Caroli Phonon Transmission from Reservoir Noise and from Scattering States}

\section{Definitions and conventions}

Atoms of mass $m_i$ vibrate about equilibrium with displacements $x_i$. With $u_i=\sqrt{m_i}\,x_i$ the harmonic energy is $H=\tfrac12\dot u^T\dot u+\tfrac12u^TKu$, where $K$ is real and symmetric. The atoms are divided into a left lead $L$, a finite device $C$ and a right lead $R$:
\begin{equation}
K=\begin{pmatrix}K_L&K_{LC}&0\\K_{CL}&K_C&K_{CR}\\0&K_{RC}&K_R\end{pmatrix}.
\end{equation}
The zeros mean that the leads do not touch each other. If they do, and the forces have finite range, the device is enlarged until they no longer do. Each lead is semi-infinite, and its block $K_\alpha$ ($\alpha=L,R$), cut out with its diagonal elements intact, is positive.

Time dependence is $e^{-i\omega t}$, and $\omega^2$ stands for $(\omega+i0)^2$ in
\begin{align}
g_\alpha&=(\omega^2-K_\alpha)^{-1},\qquad \Sigma_\alpha=K_{C\alpha}\,g_\alpha K_{\alpha C},\\
G&=(\omega^2-K_C-\Sigma_L-\Sigma_R)^{-1},\qquad \Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger).
\end{align}
The result to be derived is the steady heat current from $L$ to $R$,
\begin{equation}
J=\int_0^\infty\!\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T\,(n_L-n_R),\quad
\mathcal T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger],\label{res}
\end{equation}
with $n_\alpha=[e^{\hbar\omega/k_BT_\alpha}-1]^{-1}$. The two Green functions in the trace are $G$ and its adjoint. Partitioning by itself supplies $G$ and $\Sigma_\alpha$; reading the trace as a transmission also needs infinite leads and a statement about what the reservoirs send in.

Two facts serve both derivations. First, $1/(y+i0)-1/(y-i0)=-2\pi i\,\delta(y)$, so for $\omega>0$
\begin{equation}
\Gamma_\alpha=2\pi K_{C\alpha}\,\delta(\omega^2-K_\alpha)K_{\alpha C}.\label{gam}
\end{equation}
For $\omega<0$ the infinitesimal part of $(\omega+i0)^2$ changes sign, so $\Gamma_\alpha$ is odd in $\omega$. Second, with $\Gamma=\Gamma_L+\Gamma_R$ and $\Sigma=\Sigma_L+\Sigma_R$,
\begin{equation}
G-G^\dagger=G\,[(G^\dagger)^{-1}-G^{-1}]\,G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-iG\Gamma G^\dagger.\label{id}
\end{equation}

The energy of the $L$--$C$ coupling is shared equally between the two sides. Since $\ddot u_L=-K_Lu_L-K_{LC}u_C$, the lead energy $H_L$ changes at the rate $-\dot u_L^TK_{LC}u_C$. Adding half the rate of change of $u_C^TK_{CL}u_L$ and reversing the sign gives the current out of $L$,
\begin{equation}
J=-\tfrac12\langle\dot u_C^TK_{CL}u_L-u_C^TK_{CL}\dot u_L\rangle.\label{cur}
\end{equation}
Operators at different atoms commute here, so products may be symmetrized freely.

\section{First derivation: reservoir noise}

\subsection{Eliminating the leads}
The leads start uncoupled, in equilibrium at $T_L$ and $T_R$, and are joined to the device in the remote past. The lead equation at frequency $\omega$ is $(\omega^2-K_\alpha)u_\alpha=K_{\alpha C}u_C$. Its causal solution is the free motion plus the response,
\begin{equation}
u_\alpha=u_\alpha^0+g_\alpha K_{\alpha C}u_C .
\end{equation}
Inserting this in $(\omega^2-K_C)u_C=K_{CL}u_L+K_{CR}u_R$ and moving the terms in $u_C$ to the left gives
\begin{equation}
u_C=G(f_L+f_R),\qquad f_\alpha=K_{C\alpha}u^0_\alpha.\label{lang}
\end{equation}
The free motion of the device itself has been dropped. For the steady current this is right when the device has no mode that the leads cannot damp; such modes are treated in Section~\ref{bound}. In a junction free to drift, the initial velocity of the device also leaves a constant displacement, which carries no current.

\subsection{Strength of the noise}
Spectra are defined by
\begin{equation}
\tfrac12\langle\{a_i(t),b_j(t')\}\rangle=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}e^{-i\omega(t-t')}[S_{ab}]_{ij}.
\end{equation}
A lead mode of frequency $\omega_k$ has a coordinate $Q_k$ with
\begin{equation}
\tfrac12\langle\{Q_k(t),Q_k(0)\}\rangle=\frac{\hbar}{\omega_k}\left(n_\alpha+\tfrac12\right)\cos\omega_kt .
\end{equation}
For $\omega>0$ its spectrum is $\pi\delta(\omega-\omega_k)(\hbar/\omega_k)(n_\alpha+\frac12)$. Because $\delta(\omega^2-\omega_k^2)=\delta(\omega-\omega_k)/2\omega_k$, this equals $2\pi\hbar(n_\alpha+\frac12)\delta(\omega^2-\omega_k^2)$. Summing over modes and using (\ref{gam}),
\begin{equation}
S_\alpha\equiv S_{f_\alpha f_\alpha}=\hbar\left(n_\alpha+\tfrac12\right)\Gamma_\alpha .\label{fdt}
\end{equation}
It holds for $\omega<0$ too, since $n_\alpha+\frac12=\frac12\coth(\hbar\omega/2k_BT_\alpha)$ and $\Gamma_\alpha$ are both odd. The matrix that damps the device thus also sets the noise driving it.

\subsection{The current}
Let $w=K_{CL}u_L=f_L+\Sigma_Lu_C$. A derivative on the first factor of a correlation multiplies its spectrum by $-i\omega$, on the second by $+i\omega$. Equation (\ref{cur}) becomes
\begin{equation}
J=-\tfrac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}(-2i\omega)\,\mathrm{Tr}\,S_{uw}
=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,i\omega\,\mathrm{Tr}\,S_{uw}.
\end{equation}
The two noises are independent, so (\ref{lang}) gives
\begin{equation}
S_{uw}=GS_L+G(S_L+S_R)G^\dagger\Sigma_L^\dagger .
\end{equation}
Correlations of real displacements obey $S(-\omega)=S(\omega)^*$. Pairing $\omega$ with $-\omega$ leaves $-\omega\,\mathrm{Im\,Tr}\,S_{uw}$. As $S_\alpha$ is Hermitian, (\ref{id}) gives
\begin{align}
\mathrm{Im\,Tr}[GS_L]&=\tfrac1{2i}\mathrm{Tr}[(G-G^\dagger)S_L]=-\tfrac12\mathrm{Tr}[G\Gamma G^\dagger S_L],\\
\mathrm{Im\,Tr}[GSG^\dagger\Sigma_L^\dagger]&=\tfrac1{2i}\mathrm{Tr}[GSG^\dagger(\Sigma_L^\dagger-\Sigma_L)]=\tfrac12\mathrm{Tr}[GSG^\dagger\Gamma_L],
\end{align}
where $S=S_L+S_R$ and $\Sigma_L^\dagger-\Sigma_L=i\Gamma_L$. Hence
\begin{equation}
J=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac\omega2\left\{\mathrm{Tr}[G\Gamma G^\dagger S_L]-\mathrm{Tr}[GSG^\dagger\Gamma_L]\right\}.
\end{equation}
Now insert (\ref{fdt}). The terms with $\Gamma_L$ twice are equal and cancel: what the left lead feeds in and takes back carries no net heat. The rest is
\begin{equation}
\frac{\hbar\omega}2\left[(n_L+\tfrac12)-(n_R+\tfrac12)\right]\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\end{equation}
The zero-point halves cancel. The integrand is even, so the integral is twice that over $\omega>0$, which is (\ref{res}).

\subsection{Why the coupling energy is shared}
A junction whose leads have a finite cross-section, as in the strip below, drifts as a whole if it is not tied to a substrate, and $\langle x^2\rangle$ grows in proportion to time. The pairing above can be justified by a weak pinning spring, which makes all correlations stationary and is then removed. The one-sided power $J_1=-\langle\dot u_C^TK_{CL}u_L\rangle$ differs from $J$ by $-\frac12\frac{d}{dt}\langle u_C^TK_{CL}u_L\rangle$, which does not vanish under drift.

Take a strip three atoms wide with longitudinal spring $k$. Then $u_C^TK_{CL}u_L=-k\sum x_Cx_L$, and $J_1-J=\frac{3k}2\frac{d}{dt}\langle x^2\rangle$. At low frequency a lead neighbour moves as $x_L=e^{iq}x_C$ with $q=\omega\sqrt{m/k}$. The force $k(e^{iq}-1)x_C\simeq i\omega\sqrt{km}\,x_C$ is a friction $-Z\dot x_C$ with $Z=\sqrt{km}$. The total friction coefficient is $3(Z_L+Z_R)$, and the classical limit of (\ref{fdt}) gives the total force spectrum $6k_B(Z_LT_L+Z_RT_R)$. The ratio of this spectrum to the squared friction coefficient is $d\langle x^2\rangle/dt$, so
\begin{equation}
J_1-J=\frac{k\,k_B(Z_LT_L+Z_RT_R)}{(Z_L+Z_R)^2}.\label{drift}
\end{equation}
This offset is present even at equal temperatures and is not heat conduction.

\section{Second derivation: scattering states}

\subsection{One incoming wave}
Let $\varphi_k$ be a normalized mode of the isolated lead $L$, with $K_L\varphi_k=\omega_k^2\varphi_k$. The vibration of the whole junction that grows out of it satisfies $K\psi_k=\omega_k^2\psi_k$ with outgoing response:
\begin{equation}
\psi_C=GK_{CL}\varphi_k,\quad \psi_R=g_RK_{RC}\psi_C,\quad \psi_L=\varphi_k+g_LK_{LC}\psi_C.
\end{equation}
The three rows of the eigenvalue equation confirm this, by the same elimination as before.

These states are orthonormal. Form a packet of them, weighted by a smooth function of frequency. The response terms contain denominators $\omega-\omega'+i0$, with poles below the real axis. For $t\to-\infty$ the factor $e^{-i\omega t}$ decays in the upper half-plane, so these terms vanish and the packet becomes the same packet of isolated-lead modes. The evolution $e^{-i\sqrt K\,t}$ conserves inner products, so those of the $\psi_k$ equal those of the $\varphi_k$. For the same reason the operator $a_k$ of $\psi_k$ is that of the incoming lead wave, and $\langle a_k^\dagger a_k\rangle=n_L(\omega_k)$. States from $R$ carry $n_R$. Without bound modes, the two families together span all motions.

\subsection{Heat carried by one state}
The contribution of state $k$ to the displacement is
\begin{equation}
u=\sqrt{\frac{\hbar}{2\omega_k}}\left(\psi_ka_ke^{-i\omega_kt}+\mathrm{h.c.}\right),
\end{equation}
from which
\begin{equation}
\tfrac12\langle\{\dot u_i,u_j\}\rangle=\frac{\hbar}{2\omega_k}\left(n+\tfrac12\right)2\omega_k\,\mathrm{Im}(\psi_i\psi_j^*),
\end{equation}
and $\frac12\langle\{u_i,\dot u_j\}\rangle$ is its negative. The current into $R$ is the analogue of (\ref{cur}), $-\frac12\langle\dot u_R^TK_{RC}u_C-u_R^TK_{RC}\dot u_C\rangle$. For one state it is
\begin{equation}
J_k=-\hbar\left(n_L+\tfrac12\right)\mathrm{Im}\,\psi_C^\dagger K_{CR}\psi_R
=\frac\hbar2\left(n_L+\tfrac12\right)\psi_C^\dagger\Gamma_R\psi_C .
\end{equation}
The last step uses $K_{CR}\psi_R=\Sigma_R\psi_C$ and the anti-Hermitian part $-\frac i2\Gamma_R$ of $\Sigma_R$. So $\Gamma_R$ measures the rate at which device motion leaks into the right lead.

\subsection{Sum over incoming waves}
A sum over modes becomes an integral by inserting $1=\int_0^\infty d\omega\,2\omega\,\delta(\omega^2-\omega_k^2)$. Equation (\ref{gam}) reads
\begin{equation}
K_{CL}\sum_k\varphi_k\varphi_k^\dagger\,\delta(\omega^2-\omega_k^2)K_{LC}=\frac{\Gamma_L}{2\pi}.
\end{equation}
With $\psi_C=GK_{CL}\varphi_k$ the left-incoming states therefore carry into $R$
\begin{equation}
\sum_kJ_k=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\left(n_L+\tfrac12\right)\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger].
\end{equation}
Right-incoming states carry into $L$ the same expression with $L$ and $R$ exchanged. This equals their net current out of $R$, because in a stationary state $\psi_C^\dagger(\omega^2-K_C)\psi_C$ is real, so that $\mathrm{Im}\,\psi_C^\dagger(K_{CL}\psi_L+K_{CR}\psi_R)=0$ and no energy accumulates in the device.

The two traces are equal. Since $K$ is real and symmetric, $G^T=G$ and $\Gamma_\alpha^T=\Gamma_\alpha$, hence $(G^\dagger)^T=G^*=G^\dagger$. A trace is unchanged by transposition:
\begin{equation}
\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]=\mathrm{Tr}[G^\dagger\Gamma_LG\Gamma_R]=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\end{equation}
Subtracting the two currents gives (\ref{res}) again.

\subsection{Channels and bounds}
$\Gamma_\alpha$ is non-negative for $\omega>0$ by (\ref{gam}), so $\Gamma_\alpha=W_\alpha W_\alpha^\dagger$, with one column per open channel. Put $W=(W_L,W_R)$ and $\mathsf S=1-iW^\dagger GW$. Then
\begin{equation}
\mathsf S^\dagger\mathsf S=1-W^\dagger[i(G-G^\dagger)-G^\dagger\Gamma G]W=1,
\end{equation}
because $i(G-G^\dagger)=G^\dagger\Gamma G$, which is (\ref{id}) with the outer factors exchanged. With $t=W_L^\dagger GW_R$, the off-diagonal block of $\mathsf S$ is $-it$ and $\mathcal T=\mathrm{Tr}\,tt^\dagger$. Unitarity puts each eigenvalue of $tt^\dagger$ between 0 and 1. Hence $\mathcal T$ cannot exceed the number of open channels on the side that has fewer.

\section{A strip junction}

\subsection{Leads and the acoustic limit}
The model strip is three atoms wide with one displacement per atom and free edges. Springs are $k=20$~N/m along and 10~N/m across; masses are 20~u on the left and 60~u on the right. The transverse patterns have stiffness $\lambda_j=0,10,30$~N/m, and each is a chain with
\begin{equation}
m\omega^2=\lambda_j+2k(1-\cos q).
\end{equation}
Adding one layer to a semi-infinite chain leaves it unchanged, so its end Green function obeys $g=(\omega^2-a-b^2g)^{-1}$ with $a=(2k+\lambda_j)/m$ and $b=k/m$. The retarded root is $g=-e^{iq}/b$ with $0<q<\pi$: both $1/g$ and $\omega^2-a-b^2g=-2b\cos q+be^{iq}$ equal $-be^{-iq}$, and $\mathrm{Im}\,g<0$. In terms of unweighted displacements, $\Sigma=-ke^{iq}$ and $\Gamma=2k\sin q$ per channel.

As $\omega\to0$ only the uniform pattern is open and the device moves rigidly. With $e$ the vector of ones on the six device atoms, static forces cancel in $e^TG^{-1}e$. What remains is $3i\omega(Z_L+Z_R)$, so $G\simeq ee^T/[3i\omega(Z_L+Z_R)]$, while $e^T\Gamma_\alpha e=6\omega Z_\alpha$. Thus
\begin{equation}
\mathcal T\to\frac{(6\omega Z_L)(6\omega Z_R)}{9\omega^2(Z_L+Z_R)^2}=\frac{4Z_LZ_R}{(Z_L+Z_R)^2}.
\end{equation}
For $Z_R/Z_L=\sqrt3$ this acoustic mismatch value is $4\sqrt3/(1+\sqrt3)^2=0.928$, whatever the arrangement of the device atoms. The trace at 0.01~THz gives 0.928.

\subsection{Transmission}
The mixed device has layers of masses $(20,20,60)$ and $(60,20,60)$~u. The abrupt one has a light layer and then a heavy layer. At 3~THz two channels are open on the left and three on the right. The mixed device has transmission eigenvalues 0.908 and 0.608, with sum 1.516. Solving Newton's equations with incoming and outgoing Bloch waves, without any self-energy, gives the same two values.

At 5~THz three channels are open on the left but one on the right. The abrupt interface conserves the transverse pattern, so one left channel can contribute, and $\mathcal T=0.27$. The mixed device lets all three feed the open right channel, and $\mathcal T=0.53$, within the bound of 1. Such an increase does not require this extra coupling, however. If the masses in each layer of the mixed device are replaced by their average, the transverse pattern is conserved again, and yet $\mathcal T=0.59$: intermediate masses by themselves can ease the passage.

\subsection{Conductance and boundary resistance}
For a small temperature difference, with $z=\hbar\omega/k_BT$,
\begin{equation}
\mathcal G=k_B\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T\,\frac{z^2e^z}{(e^z-1)^2}.
\end{equation}
At 300~K the mixed junction has $\mathcal G=77.2$~pW/K and resistance $1/\mathcal G=13.0$~K/nW. The abrupt one has 70.2~pW/K and 14.2~K/nW. This mixed arrangement conducts better than the abrupt one by $77.2/70.2-1\simeq10\%$. Mixing does not always help: the same six atoms in layers $(60,20,60)$ and $(20,60,20)$~u give only 51.8~pW/K.

A uniform light strip has $\mathcal T$ equal to the number of open channels, since a Bloch wave passes unreflected. Its resistance is still 4.4~K/nW. The temperatures in $1/\mathcal G$ are those of the incoming waves, so the resistance includes the finite number of channels and is not purely a property of the interface. At high temperature the thermal factor tends to 1, and the uniform strip tends to $k_B$ times its summed bandwidths, $7.81+5.52+4.38=17.71$~THz, or 245~pW/K. The value at 300~K, 229~pW/K, is 6\% lower because the upper modes are not fully excited.

\subsection{Current after joining two finite leads}
Two leads of 200 layers, at 400~K and 200~K, are joined to the mixed device at 300~K, and their quantum covariances are evolved with the full force matrix. Averaged from 5 to 15.5~ps, before waves return from the far ends, the current is 15.40~nW. Equation (\ref{res}) also gives 15.40~nW. The linear estimate $77.2\ \mathrm{pW/K}\times200\ \mathrm K=15.44$~nW is close. To this average the initial device state contributes less than $10^{-4}$~nW in magnitude. The one-sided power is 49.28~nW; its excess of 33.88~nW agrees with (\ref{drift}).

\subsection{A bound mode}\label{bound}
Replacing the middle atom of the first device layer by one of 5~u creates a mode at 14.05~THz, above the highest band edge, 9.16~THz. There $\Gamma_\alpha=0$, and the leads cannot damp it. The device block of $2\pi\delta(\omega^2-K)$ is $i(G-G^\dagger)$, whose continuum part is $G\Gamma G^\dagger$. Completeness of the modes $v$ of $K$ then gives
\begin{equation}
\int_0^\infty d\omega\,\frac\omega\pi\,[G\Gamma G^\dagger]_{ii}=1-\sum_{\rm bound}|v_i|^2 .
\end{equation}
At the light atom the left side is 0.088, and the bound mode found by diagonalization has weight 0.912. After 10~ps the atom still responds to its own initial displacement with amplitude up to 0.912, against 0.001 in the mixed device.

The light atom changes $\mathcal T$ and with it the current, but the undamped motion of the bound mode adds nothing to the average current. A single bound mode $u=vQ(t)$ enters (\ref{cur}) through $\langle\{\dot Q,Q\}\rangle-\langle\{Q,\dot Q\}\rangle=0$, and its cross terms with the continuum average to zero over time. In a junction free to drift one of them does not die out: the initial state leaves the bound motion correlated with the later displacement of the junction as a whole, and this term keeps oscillating at the bound frequency, with zero mean. Several bound modes of different frequency can give a lasting oscillation, with zero mean. With the light atom the evolved current oscillates at the bound frequency with an amplitude of about 7~nW. Its average from 5 to 15.5~ps, taken with a smooth window so that this oscillation cancels, and (\ref{res}) both give 14.49~nW.

\section{What each derivation assumes}

Both derivations need harmonic forces constant in time, infinite leads, no direct lead--lead coupling and independent reservoirs. Anharmonic forces scatter phonons between frequencies, and $\mathcal T(\omega)$ alone then no longer fixes the current. In a finite lead, reflections from the far end eventually destroy the steady state. The position of the cut is free: moving two left layers and one right layer into the device was tested and leaves $\mathcal T$ unchanged.

The noise derivation assumes a preparation: separate leads with thermal covariances, joined in the past. It uses second moments alone, needs no classification of waves, and obtains the current at one contact without reciprocity. Its weak points are the dropped free motion of the device and the low-frequency drift, which has to be handled through the definition of the current.

The scattering derivation assumes no particular joining procedure, but it requires that incoming waves carry the reservoir populations and, with any bound modes, span all motions. As written it also uses the symmetry of $K$ to equate the two directions. In return it shows what the factors do: $\Gamma_L$ counts and weights the arriving waves, $G$ carries them across the device, and $\Gamma_R$ measures their escape.

\section*{Table of computed values}
\begin{verbatim}
springs along, across: 20, 10 N/m
lead masses left, right: 20, 60 u
mixed device masses, layer 1 and 2 (u): [20. 20. 60.] [60. 20. 60.]
left lead bands (THz): 0.000-7.811, 2.762-8.285, 4.783-9.160
right lead bands (THz): 0.000-4.510, 1.594-4.783, 2.762-5.288
0.5 THz: open channels left 1, right 1; transmission mixed 0.9326, abrupt 0.9272
1.0 THz: open channels left 1, right 1; transmission mixed 0.9450, abrupt 0.9239
2.0 THz: open channels left 1, right 2; transmission mixed 0.9653, abrupt 0.9084
3.0 THz: open channels left 2, right 3; transmission mixed 1.5159, abrupt 1.4633
4.0 THz: open channels left 2, right 3; transmission mixed 1.5416, abrupt 1.4138
5.0 THz: open channels left 3, right 1; transmission mixed 0.5283, abrupt 0.2696
3 THz mixed, eigenvalues from Caroli matrix: [0.90819 0.60766 0.     ]
3 THz mixed, eigenvalues from Bloch waves: [0.90819 0.60766]
transmission at 0.01 THz, mixed: 0.92820
acoustic mismatch value: 0.92820
300 K, mixed: conductance 77.20 pW/K, resistance 12.954 K/nW
300 K, abrupt: conductance 70.25 pW/K, resistance 14.236 K/nW
300 K, uniform light strip: conductance 228.93 pW/K, resistance 4.368 K/nW
reservoirs: 400 K and 200 K; device starts at 300 K
finite leads: 200 layers each; averaging from 5.0 to 15.5 ps
current, mixed, Caroli: 15.4031 nW
current, mixed, time evolution: 15.4035 nW
part of it due to the initial device state: -0.00004 nW
one-sided power, time evolution: 49.285 nW
offset of one-sided power: 33.881 nW; drift formula: 33.881 nW
relative error of noise relation: 2.4e-12
light-atom mass: 5 u; bound mode at 14.050 THz
bound weight on light atom: 0.91232
continuum weight on that site: light 0.08768, mixed 1.00000
largest late memory of that site: light 0.912, mixed 0.001
current with light atom, Caroli: 14.4910 nW
current with light atom, time evolution: 14.4914 nW
\end{verbatim}
